# Double groups of C2v and Oh and their fermion representations: a numerical check

```python
"""Double groups of C2v and Oh, and the reduction of j = 1/2, 3/2, 5/2.

Result under test: adding the 2 pi rotation R (= -1 on spinors) gives
  C2v: one fermion irrep E1/2;  j = 1/2, 3/2, 5/2 -> 1, 2, 3 times E1/2
  Oh : G6, G7, G8 (each g or u); j = 1/2 -> G6, 3/2 -> G8, 5/2 -> G7 + G8
with parity (-1)^l for a shell of orbital momentum l.
An element is a pair (U, p): U is the SU(2) matrix of its proper part,
U = cos(theta/2) - i sin(theta/2) n.sigma, and p = -1 if inversion is included.
Model d shell: Delta = cubic splitting, zeta = spin-orbit constant,
delta = strength of the distortion Lx^2 - Ly^2 (all in hartree).
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ONE = np.eye(2, dtype=complex)


def su2(axis, theta):
    n = np.array(axis, float) / np.linalg.norm(axis)
    return (np.cos(theta / 2) * ONE
            - 1j * np.sin(theta / 2) * np.einsum('k,kab->ab', n, PAULI))


def half_angle_parts(U):
    """Return cos(theta/2) and the vector n sin(theta/2)."""
    vec = np.array([(0.5j * np.trace(s @ U)).real for s in PAULI])
    return np.trace(U).real / 2, vec


def key(U, p):
    flat = np.concatenate([U.real.ravel(), U.imag.ravel()])
    return tuple(np.round(flat, 4) + 0.0) + (p,)


class Group:
    def __init__(self, generators):
        self.el = [(ONE, 1)]
        index = {key(ONE, 1): 0}
        for U, p in self.el:              # the list grows until closure
            for V, q in generators:
                new = (U @ V, p * q)
                if key(*new) not in index:
                    index[key(*new)] = len(self.el)
                    self.el.append(new)
        self.n = len(self.el)
        self.index = index
        self.mul = np.array([[index[key(U @ V, p * q)] for V, q in self.el]
                             for U, p in self.el])
        self.inv = np.array([int(np.where(row == 0)[0][0])
                             for row in self.mul])
        self.cls = -np.ones(self.n, int)
        self.classes = []
        for a in range(self.n):
            if self.cls[a] < 0:
                members = sorted({int(self.mul[self.mul[h, a], self.inv[h]])
                                  for h in range(self.n)})
                self.cls[members] = len(self.classes)
                self.classes.append(members)
        self.size = np.array([len(c) for c in self.classes])
        self.R = index[key(-ONE, 1)]

    def character_table(self):
        """All irreducible characters from the class multiplication numbers."""
        k = len(self.classes)
        M = np.zeros((k, k, k))
        for t, members in enumerate(self.classes):
            for x in range(self.n):
                y = self.mul[self.inv[x], members[0]]
                M[self.cls[x], self.cls[y], t] += 1
        mix = np.einsum('r,rst->st', rng.normal(size=k), M)
        _, vectors = np.linalg.eig(mix)
        rows = []
        for v in vectors.T:
            w = v / v[0]
            d = np.sqrt(self.n / np.sum(abs(w)**2 / self.size))
            rows.append(w * d / self.size)
        rows = np.array(rows)
        assert np.max(abs(rows.imag)) < 1e-7
        return rows.real


def match_rows(computed, derived):
    """Check that derived rows are exactly the computed rows; return by name."""
    assert len(computed) == len(derived)
    found, used = {}, set()
    for name, row in derived.items():
        hits = [i for i, c in enumerate(computed)
                if np.max(abs(c - row)) < 1e-6]
        assert len(hits) == 1, name
        used.add(hits[0])
        found[name] = computed[hits[0]]
    assert len(used) == len(computed)
    return found


C4z = su2([0, 0, 1], np.pi / 2)
C3d = su2([1, 1, 1], 2 * np.pi / 3)
C2z = su2([0, 0, 1], np.pi)
C2y = su2([0, 1, 0], np.pi)
c2 = Group([(C2z, 1)])
c2v = Group([(C2z, 1), (C2y, -1)])
oh = Group([(C4z, 1), (C3d, 1), (ONE, -1)])
assert (c2.n, c2v.n, oh.n) == (4, 8, 96)
assert [len(g.classes) for g in (c2, c2v, oh)] == [4, 5, 16]

# g and Rg are conjugate only for a pi rotation whose axis can be reversed.
for g in (c2, c2v, oh):
    rot = np.array([[[0.5 * np.trace(a @ U @ b @ U.conj().T).real
                      for b in PAULI] for a in PAULI] for U, _ in g.el])
    for a, (U, _) in enumerate(g.el):
        c, vec = half_angle_parts(U)
        reversible = np.any(np.max(abs(rot @ vec + vec), axis=1) < 1e-8)
        predicted = abs(c) < 1e-8 and bool(reversible)
        assert (g.cls[a] == g.cls[g.mul[g.R, a]]) == predicted


# Derived table of C2v, in named columns.
def name_c2v(U, p):
    c, vec = half_angle_parts(U)
    if abs(c) > 0.9:
        return 'E' if c > 0 else 'R'
    return {2: 'C2', 1: 's_xz', 0: 's_yz'}[int(np.argmax(abs(vec)))]


cols_v = ['E', 'R', 'C2', 's_xz', 's_yz']
rows_v = {'A1': [1, 1, 1, 1, 1], 'A2': [1, 1, 1, -1, -1],
          'B1': [1, 1, -1, 1, -1], 'B2': [1, 1, -1, -1, 1],
          'E1/2': [2, -2, 0, 0, 0]}
names_v = [name_c2v(*c2v.el[c[0]]) for c in c2v.classes]
assert sorted(names_v) == sorted(cols_v)
derived_v = {r: np.array([x[cols_v.index(n)] for n in names_v], float)
             for r, x in rows_v.items()}
table_v = match_rows(c2v.character_table(), derived_v)


# Derived table of Oh, built from rotation angles and products.
def name_oh(U):
    c, vec = half_angle_parts(U)
    if abs(c) < 1e-8:
        return 'C2' if np.max(abs(vec)) > 0.9 else "C2'"
    base = {1.0: 'E', 0.5: 'C3', 0.71: 'C4'}[round(abs(c), 2)]
    if c > 0:
        return base
    return 'R' if base == 'E' else 'R' + base


cols_o = ['E', 'R', 'C3', 'RC3', 'C2', 'C4', 'RC4', "C2'"]
theta = np.radians([0, 360, 120, 480, 180, 90, 450, 180])
A1 = np.ones(8)
A2 = np.array([1, 1, 1, 1, 1, -1, -1, -1.])       # sign on body diagonals
E_ = np.array([3, 3, 0, 0, 3, 1, 1, 1.]) - 1      # axes kept, minus A1
T1 = 1 + 2 * np.cos(theta)
G6 = 2 * np.cos(theta / 2)
rows_o = {'A1': A1, 'A2': A2, 'E': E_, 'T1': T1, 'T2': T1 * A2,
          'G6': G6, 'G7': G6 * A2, 'G8': G6 * E_}
names_o = [(name_oh(oh.el[c[0]][0]), oh.el[c[0]][1]) for c in oh.classes]
assert len(set(names_o)) == 16
derived_o = {}
for r, x in rows_o.items():
    for label, sign in (('g', 1), ('u', -1)):
        derived_o[r + label] = np.array(
            [x[cols_o.index(n)] * (1 if p == 1 else sign)
             for n, p in names_o])
table_o = match_rows(oh.character_table(), derived_o)

# Squared dimensions of the fermion irreps add up to the single-group order.
fermion_sum = {}
for label, g, table in (('C2v', c2v, table_v), ('Oh', oh, table_o)):
    fermion_sum[label] = sum(x[0]**2 for x in table.values()
                             if x[g.cls[g.R]] < 0)
    assert abs(fermion_sum[label] - g.n / 2) < 1e-6


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def rotation(J, U):
    c, vec = half_angle_parts(U)
    s = np.linalg.norm(vec)
    n = vec / s if s > 1e-9 else np.array([0, 0, 1.])
    return expm(-2j * np.arctan2(s, c) * np.einsum('k,kab->ab', n, J))


def clusters(values, tol=1e-8):
    out = [[0]]
    for i in range(1, len(values)):
        if values[i] - values[i - 1] < tol:
            out[-1].append(i)
        else:
            out.append([i])
    return out


def reduce_shell(g, table, j, l):
    """Multiplicities and degeneracies of a random invariant Hamiltonian."""
    J = angular_momentum(j)
    D = np.array([rotation(J, U) * p**l for U, p in g.el])
    for _ in range(30):
        a, b = rng.integers(g.n, size=2)
        assert np.allclose(D[a] @ D[b], D[g.mul[a, b]], atol=1e-9)
    chi = np.trace(D, axis1=1, axis2=2)
    for (U, p), x in zip(g.el, chi):
        half = np.arccos(np.clip(half_angle_parts(U)[0], -1, 1))
        if 1e-5 < half < np.pi - 1e-5:
            formula = np.sin((2 * j + 1) * half) / np.sin(half)
        else:
            formula = (2 * j + 1) * (1 if half < 1 else -1)
        assert abs(x - formula * p**l) < 1e-8
    content = {}
    for name, row in table.items():
        mult = np.sum(row[g.cls] * chi).real / g.n
        assert abs(mult - round(mult)) < 1e-6
        if round(mult):
            content[name] = round(mult)
    X = rng.normal(size=D[0].shape) + 1j * rng.normal(size=D[0].shape)
    X = X + X.conj().T
    H = np.mean(D @ X @ D.conj().transpose(0, 2, 1), axis=0)
    degeneracy = sorted(len(c) for c in clusters(np.linalg.eigvalsh(H)))
    return content, degeneracy


shells = [('s1/2', .5, 0), ('p1/2', .5, 1), ('p3/2', 1.5, 1),
          ('d3/2', 1.5, 2), ('d5/2', 2.5, 2), ('f5/2', 2.5, 3)]
cubic_claim = {.5: ['G6'], 1.5: ['G8'], 2.5: ['G7', 'G8']}
cubic_degeneracy = {.5: [2], 1.5: [4], 2.5: [2, 4]}
shell_lines = []
for name, j, l in shells:
    in_oh, deg_oh = reduce_shell(oh, table_o, j, l)
    in_v, deg_v = reduce_shell(c2v, table_v, j, l)
    assert in_oh == {r + 'gu'[l % 2]: 1 for r in cubic_claim[j]}
    assert deg_oh == cubic_degeneracy[j]
    assert in_v == {'E1/2': round(j + .5)}
    assert deg_v == [2] * round(j + .5)
    shell_lines.append(f"{name}: Oh {' + '.join(in_oh)}; C2v "
                       f"{in_v['E1/2']} x E1/2; Oh degeneracies {deg_oh}")

# Restriction of the cubic fermion irreps to the subgroup C2v.
restriction = {}
for name in ('G6g', 'G7g', 'G8g', 'G6u', 'G7u', 'G8u'):
    chi = np.array([table_o[name][oh.cls[oh.index[key(U, p)]]]
                    for U, p in c2v.el])
    mult = {r: round(float(np.sum(x[c2v.cls] * chi) / c2v.n))
            for r, x in table_v.items()}
    restriction[name] = mult['E1/2']
    assert sum(mult.values()) == mult['E1/2']
    assert mult['E1/2'] == (2 if name.startswith('G8') else 1)

# Model d shell in a cubic field, with spin-orbit coupling.
Delta, zeta, delta = 0.10, 0.02, 0.004
hartree_eV = physical_constants['Hartree energy in eV'][0]
L, S = angular_momentum(2), angular_momentum(.5)
quartic = sum(np.linalg.matrix_power(x, 4) for x in L)
cubic = (quartic - np.trace(quartic) / 5 * np.eye(5)) / 6
assert np.allclose(np.linalg.eigvalsh(cubic), [-.4] * 3 + [.6] * 2)
LS = sum(np.kron(a, b) for a, b in zip(L, S))
H_cubic = Delta * np.kron(cubic, ONE) + zeta * LS
H_low = H_cubic + delta * np.kron(L[0] @ L[0] - L[1] @ L[1], ONE)


def shell_operator(U):
    return np.kron(rotation(L, U), U)


def commutes(H, U):
    D = shell_operator(U)
    return np.allclose(D @ H, H @ D, atol=1e-10)


assert all(commutes(H_cubic, U) for U, _ in oh.el)
assert all(commutes(H_low, U) for U, _ in c2v.el)
assert not commutes(H_low, C4z)

energy, vec = np.linalg.eigh(H_cubic)
groups = clusters(energy)
assert [len(c) for c in groups] == [4, 2, 4]
project_52 = (LS + 1.5 * np.eye(10)) / 2.5
project_e = np.kron(cubic + .4 * np.eye(5), ONE)
levels = []
for c in groups:
    V = vec[:, c]
    chi = np.array([np.trace(V.conj().T @ shell_operator(U) @ V)
                    for U, _ in oh.el])
    label = [r for r, x in table_o.items()
             if abs(np.sum(x[oh.cls] * chi) / oh.n - 1) < 1e-7]
    assert len(label) == 1
    w52, we = [np.trace(V.conj().T @ P @ V).real / len(c)
               for P in (project_52, project_e)]
    levels.append((label[0], energy[c[0]], len(c), w52, we))
assert [x[0] for x in levels] == ['G8g', 'G7g', 'G8g']
root = np.sqrt((Delta + zeta / 2)**2 + 6 * zeta**2)
formula = [(Delta / 5 - zeta / 2 - root) / 2, -.4 * Delta + zeta,
           (Delta / 5 - zeta / 2 + root) / 2]
assert np.allclose([x[1] for x in levels], formula, atol=1e-11)
assert abs(levels[1][3] - 1) < 1e-9 and abs(levels[1][4]) < 1e-9
assert 0.01 < levels[0][3] < 0.99

low_energy, low_vec = np.linalg.eigh(H_low)
low_groups = clusters(low_energy)
assert [len(c) for c in low_groups] == [2] * 5
for c in low_groups:
    V = low_vec[:, c]
    for U, p in c2v.el:
        chi = np.trace(V.conj().T @ shell_operator(U) @ V)
        expected = rows_v['E1/2'][cols_v.index(name_c2v(U, p))]
        assert abs(chi - expected) < 1e-8


def show(x):
    return f"{x + 0.0 if abs(x) > 1e-6 else 0.0:7.3f}"


for label, g in (('C2', c2), ('C2v', c2v), ('Oh', oh)):
    print(f"{label} double group: {g.n} elements, {len(g.classes)} classes")
for label, value in fermion_sum.items():
    print(f"{label} sum of squared fermion dimensions: {value:.0f}")
print("C2v characters (dimensionless), computed from class products")
print("class " + ''.join(f"{x:>7}" for x in cols_v))
print("size  " + ''.join(f"{c2v.size[names_v.index(x)]:7d}" for x in cols_v))
for r, x in table_v.items():
    print(f"{r:6}" + ''.join(show(x[names_v.index(n)]) for n in cols_v))
print("Oh characters on proper classes; times i: same for g, minus for u")
print("class " + ''.join(f"{x:>7}" for x in cols_o))
print("size  " + ''.join(f"{oh.size[names_o.index((x, 1))]:7d}"
                         for x in cols_o))
for r in rows_o:
    print(f"{r:6}" + ''.join(show(table_o[r + 'g'][names_o.index((n, 1))])
                             for n in cols_o))
print("Character of j at rotation angles 0, 120, 180, 90 degrees")
for j in (.5, 1.5, 2.5):
    J = angular_momentum(j)
    values = [np.trace(rotation(J, U)).real for U in (ONE, C3d, C2z, C4z)]
    print(f"j = {j}: " + ''.join(show(x) for x in values))
print('\n'.join(shell_lines))
print("Copies of E1/2 on restriction to C2v: "
      + ', '.join(f"{r} {restriction[r]}" for r in ('G6g', 'G7g', 'G8g')))
print(f"Delta = {Delta:.3f}, zeta = {zeta:.3f}, delta = {delta:.3f} hartree")
for r, e, d, w52, we in levels:
    print(f"{r}: E = {e:.6f} hartree, degeneracy {d}, "
          f"d5/2 weight {w52:.4f}, e_g weight {we:.4f}")
for a, b, text in ((0, 1, 'lower G8g to G7g'), (1, 2, 'G7g to upper G8g')):
    gap = levels[b][1] - levels[a][1]
    print(f"Gap {text}: {gap:.6f} hartree = {gap * hartree_eV:.4f} eV")
print("Distorted shell, E1/2 doublets (hartree): "
      + ', '.join(f"{low_energy[c[0]]:.6f}" for c in low_groups))
for a, text in ((0, 'lower'), (3, 'upper')):
    split = low_energy[low_groups[a + 1][0]] - low_energy[low_groups[a][0]]
    print(f"Splitting of {text} G8g by distortion: {split:.6f} hartree")
print("PASS")
```

Running it gives:

```
C2 double group: 4 elements, 4 classes
C2v double group: 8 elements, 5 classes
Oh double group: 96 elements, 16 classes
C2v sum of squared fermion dimensions: 4
Oh sum of squared fermion dimensions: 48
C2v characters (dimensionless), computed from class products
class       E      R     C2   s_xz   s_yz
size        1      1      2      2      2
A1      1.000  1.000  1.000  1.000  1.000
A2      1.000  1.000  1.000 -1.000 -1.000
B1      1.000  1.000 -1.000  1.000 -1.000
B2      1.000  1.000 -1.000 -1.000  1.000
E1/2    2.000 -2.000  0.000  0.000  0.000
Oh characters on proper classes; times i: same for g, minus for u
class       E      R     C3    RC3     C2     C4    RC4    C2'
size        1      1      8      8      6      6      6     12
A1      1.000  1.000  1.000  1.000  1.000  1.000  1.000  1.000
A2      1.000  1.000  1.000  1.000  1.000 -1.000 -1.000 -1.000
E       2.000  2.000 -1.000 -1.000  2.000  0.000  0.000  0.000
T1      3.000  3.000  0.000  0.000 -1.000  1.000  1.000 -1.000
T2      3.000  3.000  0.000  0.000 -1.000 -1.000 -1.000  1.000
G6      2.000 -2.000  1.000 -1.000  0.000  1.414 -1.414  0.000
G7      2.000 -2.000  1.000 -1.000  0.000 -1.414  1.414  0.000
G8      4.000 -4.000 -1.000  1.000  0.000  0.000  0.000  0.000
Character of j at rotation angles 0, 120, 180, 90 degrees
j = 0.5:   2.000  1.000  0.000  1.414
j = 1.5:   4.000 -1.000  0.000  0.000
j = 2.5:   6.000  0.000  0.000 -1.414
s1/2: Oh G6g; C2v 1 x E1/2; Oh degeneracies [2]
p1/2: Oh G6u; C2v 1 x E1/2; Oh degeneracies [2]
p3/2: Oh G8u; C2v 2 x E1/2; Oh degeneracies [4]
d3/2: Oh G8g; C2v 2 x E1/2; Oh degeneracies [4]
d5/2: Oh G7g + G8g; C2v 3 x E1/2; Oh degeneracies [2, 4]
f5/2: Oh G7u + G8u; C2v 3 x E1/2; Oh degeneracies [2, 4]
Copies of E1/2 on restriction to C2v: G6g 1, G7g 1, G8g 2
Delta = 0.100, zeta = 0.020, delta = 0.004 hartree
G8g: E = -0.055208 hartree, degeneracy 4, d5/2 weight 0.2093, e_g weight 0.0432
G7g: E = -0.020000 hartree, degeneracy 2, d5/2 weight 1.0000, e_g weight -0.0000
G8g: E = 0.065208 hartree, degeneracy 4, d5/2 weight 0.7907, e_g weight 0.9568
Gap lower G8g to G7g: 0.035208 hartree = 0.9581 eV
Gap G7g to upper G8g: 0.085208 hartree = 2.3186 eV
Distorted shell, E1/2 doublets (hartree): -0.063579, -0.049400, -0.017522, 0.051701, 0.078799
Splitting of lower G8g by distortion: 0.014179 hartree
Splitting of upper G8g by distortion: 0.027098 hartree
PASS
```
